# Isotope shifts of vibrational modes and the impurity's weight

A carbon atom on a silicon site in crystalline silicon vibrates faster than any lattice mode of the host and gives an infrared absorption line of its own. Replace carbon of mass 12 by carbon of mass 13 and the line moves down. If carbon alone moved, its frequency would scale as $m^{-1/2}$. But the silicon neighbours move too, and their masses have not changed. How much of the $m^{-1/2}$ law survives, and what does the observed shift tell us about the motion?

## Two masses on a spring

Let an impurity of mass $m$ and a host atom of mass $M$ be joined by a spring $k$ on a line. The vibration has

$$\omega^2=k\left(\frac1m+\frac1M\right)=\frac{k(m+M)}{mM}.$$

Take half the logarithm and differentiate with respect to $\ln m$, holding $k$ and $M$ fixed:

$$\frac{d\ln\omega}{d\ln m}=\frac12\left(\frac{m}{m+M}-1\right)=-\frac12\,\frac{M}{m+M}.$$

Now look at the motion. The centre of mass is at rest, so the displacements are in the ratio $u=(M,-m)$. Multiply each by the square root of its mass to get $(\sqrt m\,M,\,-\sqrt M\,m)$, whose squared length is $mM^2+Mm^2=mM(m+M)$. After normalization the impurity's squared component is

$$w=\frac{mM^2}{mM(m+M)}=\frac{M}{m+M},$$

and the slope is $-w/2$. For $m\ll M$ the weight tends to 1 and the $m^{-1/2}$ law returns. For $m\gg M$ the impurity hardly moves, and its mass hardly matters.

The mass-weighting is essential. The plain displacements would give the fraction $M^2/(M^2+m^2)$, which differs from $w$ unless $m=M$.

## Any number of atoms

Let $K$ be the real symmetric matrix of force constants about a stable equilibrium, and $\mathsf M$ the diagonal matrix of masses, each repeated for $x,y,z$. The impurity mass $m$ changes while $K$ stays fixed. This is the Born–Oppenheimer assumption, in which the electrons set the forces without regard to nuclear mass, taken together with the harmonic approximation.

A mode with displacement pattern $u$ and $\lambda=\omega^2>0$ obeys

$$Ku=\lambda\mathsf M u,\qquad u^{T}\mathsf M u=1 .$$

With $e=\mathsf M^{1/2}u$ this becomes $De=\lambda e$, where $D=\mathsf M^{-1/2}K\mathsf M^{-1/2}$ and $e^Te=1$. Let $\Pi$ be the projector that keeps the three impurity components. The weight is

$$w=e^T\Pi e=m\,|u_{\rm imp}|^2 ,$$

a sum over all three directions.

Suppose first that $\lambda$ is nondegenerate. It is then a simple root of the characteristic polynomial and varies smoothly with $m$. So does $e$: the adjugate of $D-\lambda 1$ is a nonzero multiple of $ee^T$ and is a polynomial in smooth quantities. We may therefore differentiate. Since $d\mathsf M/dm=\Pi$,

$$K\frac{du}{dm}=\frac{d\lambda}{dm}\mathsf M u+\lambda\Pi u+\lambda\mathsf M\frac{du}{dm}.$$

Multiply from the left by $u^T$. Because $K$ and $\mathsf M$ are symmetric, $u^TK=\lambda u^T\mathsf M$, so the two terms containing $du/dm$ cancel. What remains is

$$0=\frac{d\lambda}{dm}+\lambda|u_{\rm imp}|^2 .$$

Multiply by $m/\lambda$ to get $d\ln\lambda/d\ln m=-w$. Since $\ln\omega=\tfrac12\ln\lambda$,

$$\boxed{\frac{d\ln\omega}{d\ln m}=-\frac w2 } .$$

The change of the eigenvector has dropped out, but it has not been neglected.

The weight is also a share of energy. In the motion $Au\cos\omega t$, atom $a$ has mean kinetic energy $\tfrac14A^2\omega^2m_a|u_a|^2$. The sum over atoms is $\tfrac14A^2\omega^2$, so $w$ is the impurity's fraction. It follows that $0\le w\le1$.

As a check, scale all masses together. The slopes for the separate atoms add to $-\tfrac12\sum_a w_a=-\tfrac12$, as they must when $D$ is divided by a common factor.

The result needs $\lambda>0$, because a free translation has no logarithm of frequency to differentiate. It also needs fixed $K$. If the effective force constants vary with $m$, the differentiated equation gains a term on the left, and the same projection gives

$$\frac{d\ln\omega}{d\ln m}=-\frac w2+\frac{1}{2\lambda}\,u^T\frac{dK}{d\ln m}u .$$

## Degenerate levels

Within a degenerate level the eigenvectors can be mixed at will, and the weight can change with the mixture. The slopes cannot depend on that choice, so the rule needs care.

Let $e_a=\mathsf M^{1/2}u_a$ be an orthonormal basis of the level at the starting mass. Since $D$ is real, symmetric and analytic in the one parameter $m>0$, Rellich's theorem supplies smooth branches of eigenvalues and eigenvectors through the degeneracy. At the starting mass a branch has $u=\sum_b c_bu_b$. Differentiate as before, but project on each $u_a$. The terms in $du/dm$ cancel again, leaving

$$0=\frac{d\lambda}{dm}c_a+\lambda\sum_b u_a^T\Pi u_b\,c_b .$$

After multiplication by $m/\lambda$ this reads

$$\sum_bP_{ab}c_b=-\frac{d\ln\lambda}{d\ln m}\,c_a,\qquad P_{ab}=e_a^T\Pi e_b .$$

The slopes of $\ln\omega$ are $-\tfrac12$ times the eigenvalues of $P$.

A ring of three unit masses, each moving along one coordinate and joined by unit springs, shows the difference. Its level $\lambda=3$ contains $(2,-1,-1)/\sqrt6$ and $(0,1,-1)/\sqrt2$. With atom 1 as the impurity, the weights are $2/3$ and $0$ and $P$ is diagonal, so the slopes are $-1/3$ and $0$. An equal mixture of the two vectors has weight $1/3$ and would suggest $-1/6$, which belongs to neither branch.

We can confirm this directly. For impurity mass $m$ and displacements $(a,b,b)$, zero momentum gives $b=-ma/2$. The equation for atom 2, $\lambda b=b-a$, then gives $\lambda=1+2/m$. Hence $d\ln\lambda/d\ln m=-2/(m+2)$, which is $-2/3$ at $m=1$.

At a tetrahedral site the simple rule returns for a triplet whose partners transform like $x,y,z$. A half-turn about $x$ leaves $e_x$ alone and reverses $e_y$. It also leaves $\Pi$ unchanged, since the impurity stays in place. So $P_{xy}=-P_{xy}=0$, and likewise for the other off-diagonal elements. Threefold rotations permute the partners and make the diagonal elements equal. Thus $P=w\,1$, and every vector in the triplet has the same weight.

## A sum over modes

The eigenvectors form a complete orthonormal set, so the impurity weights of all modes add to 3, one for each direction. In a periodic cell whose only zero modes are the three translations, each translation has $e$-components proportional to $\sqrt{m_a}$ and impurity weight $m/M_{\rm tot}$. Over the remaining modes,

$$\sum_{\omega_n>0}\frac{d\ln\omega_n}{d\ln m}=-\frac32\left(1-\frac{m}{M_{\rm tot}}\right).$$

In one dimension the factor 3 becomes 1. For two masses this gives $-\tfrac12M/(m+M)$, the slope of the single vibration found at the start.

## Finite isotope changes

Isotopes differ by a finite mass, and the weight changes along the way. Integration gives

$$\ln\frac{\omega_2}{\omega_1}=-\frac12\int_{m_1}^{m_2}w(m)\,\frac{dm}{m}.$$

To see which way $w$ moves, let a prime denote $d/d\ln m$. Since $(\mathsf M^{-1/2})'=-\tfrac12\Pi\mathsf M^{-1/2}$, we have $D'=-\tfrac12(\Pi D+D\Pi)$. For a nondegenerate mode $n$, differentiate $De_n=\lambda_ne_n$ and project on another mode $e_k$:

$$e_k^Te_n'=\frac{e_k^TD'e_n}{\lambda_n-\lambda_k}=-\frac12\,\frac{\lambda_n+\lambda_k}{\lambda_n-\lambda_k}\,\Pi_{kn},\qquad \Pi_{kn}=e_k^T\Pi e_n .$$

Normalization makes $e_n^Te_n'=0$. Therefore $w_n'=2e_n^T\Pi e_n'$ becomes

$$\frac{dw_n}{d\ln m}=-\sum_{k\ne n}\Pi_{nk}^2\,\frac{\lambda_n+\lambda_k}{\lambda_n-\lambda_k}.$$

For the tetrahedral triplet, symmetry keeps the $x$-like partner from mixing with the other two, so $k$ runs over modes outside the triplet.

If the level is the highest one, every term in the sum is nonnegative, and $w$ cannot grow with $m$. A heavier impurity then leaves at least as large a share of the kinetic energy to the other atoms. As long as the level stays highest, the weights at the two end masses therefore bracket the mean weight

$$\bar w=-\frac{2\ln(\omega_2/\omega_1)}{\ln(m_2/m_1)} .$$

The two-mass case again provides a limit. The only other mode is the translation, with $\lambda_k=0$ and $\Pi_{nk}^2=mM/(m+M)^2$. The formula gives $-mM/(m+M)^2$, which is the derivative of $M/(m+M)$ with respect to $\ln m$.

## A light impurity in a silicon-like lattice

Take a diamond lattice with host mass 28 u and one substitutional impurity of mass 12 u. Let $\hat n_i$ be the unit vector along bond $i$ of an atom, and $\delta_i$ the neighbour's displacement minus the atom's own. The energy is

$$V=\frac{k_r}{2}\sum_{\rm bonds}(\hat n_i\cdot\delta_i)^2+\frac{k_b}{2}\sum_{\rm angles}(\hat n_i\cdot\delta_j+\hat n_j\cdot\delta_i)^2,$$

with round values $k_r=135$ N/m and $k_b=8$ N/m. The impurity keeps the host constants.

These values place the host's zone-centre optical mode where silicon has it, roughly 520 cm⁻¹. In that mode the two sublattices move apart by $s$. The four bonds of a cell contribute $\tfrac12\cdot\tfrac43k_rs^2$. At each atom the six vectors $\hat n_i+\hat n_j$ have length $2/\sqrt3$ and lie in pairs along the cube axes, so the angles contribute $\tfrac12\cdot\tfrac83k_bs^2$ per atom. With two atoms per cell and reduced mass $M/2$,

$$\lambda=\frac{8(k_r+4k_b)}{3M}=\frac{8\times167}{3\times28}\ \frac{\rm N/m}{\rm u},$$

or 519.6 cm⁻¹ after $\tilde\nu=\sqrt\lambda/(2\pi c)$. This one frequency fixes only the sum $k_r+4k_b$. The pairs (155, 3) and (115, 13) N/m give the same zone-centre mode, but impurity weights of 0.73 and 0.81 in place of the 0.77 found below, so the numbers that follow belong to the chosen split.

Numerical diagonalization of $D$ for a periodic cell of 216 atoms gives a triplet above all host modes, at 635.4 cm⁻¹ (78.8 meV). Its impurity weight is $w=0.770$, so the predicted slope is $-0.385$. Diagonalizing again with $\ln m$ raised and lowered by 0.001 gives a slope of $-0.385$ as well. Plain displacements would assign the impurity a fraction 0.886 and a slope of $-0.443$.

For the step from mass 12 to 13, the slope taken linearly in mass gives

$$\Delta\tilde\nu\approx-\frac{0.770}{2}\times\frac1{12}\times635.4=-20.4\ {\rm cm^{-1}} .$$

Holding $w$ constant in the logarithmic law gives $635.4\,[(13/12)^{-0.385}-1]=-19.3$ cm⁻¹. Direct diagonalization at mass 13 gives 616.4 cm⁻¹, a shift of $-19.0$ cm⁻¹. The remaining difference comes from the fall of the weight to 0.745. A lone impurity starting from the same frequency would shift by $-24.9$ cm⁻¹.

Read in reverse, the two frequencies, with one more digit kept because their ratio is close to 1, yield

$$\bar w=-\frac{2\ln(616.40/635.38)}{\ln(13/12)}=0.758,$$

between the end-point weights, as required. In the harmonic approximation, two spectral lines thus measure the impurity's share of the kinetic energy, averaged between the two masses, provided that the force constants and the surrounding isotopes are the same.

The surroundings matter. If one nearest neighbour has mass 30 instead of 28, the triplet splits into a single level shifted by $-3.3$ cm⁻¹ and a pair shifted by $-0.1$ cm⁻¹. The threefold axis along that bond explains the pattern of one and two. The neighbour's weight matrix has eigenvalues 0.156, 0.005 and 0.005, and the larger one gives $-\tfrac12(0.156)(635.4)\ln(30/28)=-3.4$ cm⁻¹, close to the direct value. If the carbon-12 line came from the single level at such a site, and the carbon-13 line from a site with four neighbours of mass 28, the 19 cm⁻¹ carbon shift would therefore be misjudged by about a sixth.

## How far the model reaches

Substitutional carbon in silicon has its local mode at roughly 610 cm⁻¹, so the model lies a few per cent above it. One doubtful assumption is that the impurity's bonds equal those of the host. Lowering their stretch constants by 10%, with all else fixed, moves the mode to 609 cm⁻¹ but the weight only from 0.770 to 0.766. For this change the weight responds much less than the frequency does, but that is not true of every change. Reaching 609 cm⁻¹ instead by weakening the bending terms that involve the impurity lowers the weight to 0.71, and scaling the neighbours' outer bonds by 0.7 or 1.2 with the impurity stretch refitted gives 0.79 or 0.74. Matching the carbon-12 frequency therefore does not fix the weight. Reducing the cell to 64 atoms changes the frequency by less than 0.01 cm⁻¹.

Anharmonicity breaks the assumption behind the theorem itself. To size it, hold all the silicon atoms fixed and let the impurity move in three dimensions on Morse bonds with stretch constant 135 N/m, depth 3 eV and length 0.20 nm, all rough values, plus the harmonic bending term. The quantum levels, found in a basis of oscillator functions, put the fundamental 1.7 cm⁻¹ below the cage's harmonic value of 574.5 cm⁻¹. The part of the potential even in displacement contributes $+0.7$ cm⁻¹ and the odd part $-2.4$ cm⁻¹, so the total hides some cancellation. In a rigid cage the true weight is 1, while the frequencies at masses 12 and 13 return an apparent weight of 0.997. The rigid cage understates the effect, because it leaves out the relaxation of the neighbours and the coupling to pairs of lattice modes. With the same four Morse bonds and the host atoms free to move, second-order perturbation theory lowers the line by about 5 cm⁻¹, reduces the carbon isotope shift by about 0.3 cm⁻¹, and turns the mean weight 0.758 into an apparent 0.753.

At 300 K the mean occupation of the mode is 0.05. With a rough linear expansion coefficient of $3\times10^{-6}$ K⁻¹, held constant from 0 to 300 K, and a Grüneisen parameter of 1, lattice expansion lowers the frequency by $3\times3\times10^{-6}\times300\times635.4\approx1.7$ cm⁻¹. For silicon this overestimates the effect of expansion, because the real coefficient falls on cooling and is negative over a range below about 120 K. The estimate also leaves out the direct anharmonic coupling to thermally excited lattice modes. To the extent that expansion multiplies both isotopic frequencies by the same factor, it cancels from their ratio and leaves $\bar w$ unchanged.

All numerical values are calculated from the stated model.
